Why Density-Proportional Wall Loss Makes Afterglow Decay Hyperbolic and Fits Window-Dependent

When the probability that a radical is lost in a wall collision is proportional to the radical density n, the loss rate per radical falls as the radicals disappear. The density in a well-mixed afterglow then follows

n(t) = n0/(1 + t/τ0),  1/τ0 = κ n0 vA/(4V),

where n0 is the density at t = 0, β = κn is the loss probability, v is the mean thermal speed, A is the wall area and V is the volume. The decay rate at time t is 1/(t + τ0), which is not a constant. An exponential fit must nevertheless return one constant. When the fit is a straight line through ln n, that constant is an average of the falling rate over the chosen window, so a later window gives a smaller fitted loss probability even though κ has not changed.

**From wall collisions to the hyperbola**

Suppose that the plasma source is off, the gas temperature is constant, the density is uniform and the wall is the only sink. For β ≪ 1 the velocity distribution near the wall is nearly Maxwellian, and the flux of radicals onto the wall is

Γ = nv/4,  v = √(8k_BT/(πm)),

with m the radical mass. A fraction β of this flux is lost, so the number of radicals changes as

V dn/dt = −Aβnv/4.

Define the wall collision frequency f = vA/(4V), the mean number of wall collisions per radical per unit time. Then

dn/dt = −βfn.

If β is constant, the solution is n = n0 exp(−βft). Each radical has the same chance of loss per unit time, however many others remain.

If β = κn, the equation becomes

dn/dt = −Kn²,  K = κf.

Dividing by −n² gives

d(1/n)/dt = −(1/n²) dn/dt = K,

and integration from 0 to t gives

1/n = 1/n0 + Kt.

Inverting this, with τ0 = 1/(Kn0), gives the hyperbola stated above. The time needed to fall from any density n to n/2 is (2/n − 1/n)/K = 1/(Kn). Each successive halving therefore takes twice as long as the one before, whereas for an exponential all halvings take the same time.

**Why a wall can behave this way**

A loss probability proportional to density arises when a radical needs a partner on the surface and the gas supplies the partners. Let σ be the number of weakly held radicals per unit area, s the sticking probability, ν the desorption rate per held radical, and k_sσ² the rate of pair recombination events per unit area. Each event removes two radicals, so

dσ/dt = sΓ − νσ − 2k_sσ².

If the surface follows the gas quickly, dσ/dt is negligible. The net uptake from the gas, sΓ − νσ, then equals 2k_sσ², and

β = 2k_sσ²/Γ.

When most held radicals desorb before they meet a partner, the balance is σ ≈ sΓ/ν. Substitution gives

β = 2k_s s²Γ/ν² = κn,  κ = k_s s²v/(2ν²).

The pair rate grows as Γ² while the supply grows as Γ. Their ratio, the loss probability, grows as Γ.

The full steady state shows where proportionality ends. The positive root of 2k_sσ² + νσ − sΓ = 0 is

σ = (ν/4k_s)[√(1 + ε) − 1],  ε = 8k_s sΓ/ν².

Inserting it in β = 2k_sσ²/Γ gives β = s[√(1 + ε) − 1]²/ε. Since [√(1 + ε) − 1][√(1 + ε) + 1] = ε, this is

β = sε/[1 + √(1 + ε)]².

For small ε the denominator is approximately 4(1 + ε/2), and β ≈ (sε/4)(1 − ε/2). The leading term is the proportional law, so ε = 4κn/s and the relative correction is −2κn/s. Proportionality therefore requires β ≪ s. For large ε, β tends to s: nearly every radical that sticks finds a partner, the loss probability is nearly constant, and the decay is nearly exponential. This lasts only while ε stays large. Since ε is proportional to n, the proportional law takes over as the density falls.

The radicals held on the wall must also be few compared with those in the gas. Their ratio is

S = Aσ/(Vn) = sf/ν.

If S is not small, but the surface still adjusts quickly compared with the decay, the total number of radicals is Vn(1 + S) and the balance is (1 + S)dn/dt = −Kn². The curve is still a hyperbola, but its time scale is longer by the factor 1 + S. The simple relation K = κf thus needs ν ≫ sf. There is also an upper bound on ν, because a given κ requires k_s = 2κν²/(s²v), and k_s cannot exceed the collision rate of a free two-dimensional gas. For the oxygen example below that ceiling is about 2×10⁻³ cm²/s, so with s = 1 the mechanism needs ν below about 5×10⁸ s⁻¹ and well above 6×10³ s⁻¹. With a desorption prefactor of 10¹³ s⁻¹ at 400 K this means binding energies of roughly 0.35 to 0.6 eV; radicals held by only 0.25 eV leave too quickly to give a loss probability of this size.

**What the exponential fit measures**

Let the exponential fit be made as a least-squares straight line through ln n against t. Take closely and evenly spaced points of equal weight on a window from t1 to t2, with length T = t2 − t1 and midpoint c. Write g = −ln n, whose slope is the local decay rate r = dg/dt. The least-squares slope of g is

k_fit = ∫(t − c)g dt / ∫(t − c)² dt,

with both integrals over the window. The denominator is T³/12. For the numerator, introduce P = (t − t1)(t2 − t)/2, which vanishes at both ends and has the derivative dP/dt = c − t. Integration by parts gives

∫(t − c)g dt = −∫(dP/dt)g dt = ∫Pr dt.

Therefore

k_fit = ∫w(t)r(t) dt,  w = 6(t − t1)(t2 − t)/T³.

The weight w is positive inside the window and integrates to one. The fitted rate is thus a true average of the local rate, with most weight near the middle. This holds for any smooth decay. If r falls with time, moving a window of fixed length to later times lowers k_fit. An exponential fitted to n together with a free constant background does not share this property: for the hyperbola, its rate can exceed every local rate in the window.

For the hyperbola, r = Kn = 1/(t + τ0). With x = 1 + t/τ0 and X = x2 − x1,

k_fit = [6/(τ0X³)] ∫(x − x1)(x2 − x)/x dx,

where the integral runs from x1 to x2. The integrand is x1 + x2 − x − x1x2/x. Its first three terms integrate to (x1 + x2)X − (x2² − x1²)/2 = (x2² − x1²)/2, because (x1 + x2)X = x2² − x1². The result is

k_fit = [6/(τ0X³)] [(x2² − x1²)/2 − x1x2 ln(x2/x1)].

The loss probability inferred from the fit is β_fit = k_fit/f. If only the two end points are used, the rate is instead the unweighted average ln(x2/x1)/T. It has a different value but depends on the window for the same reason.

**An oxygen afterglow**

Consider oxygen atoms in O2 at 20 mTorr and 400 K, in a cylinder of radius 15 cm and height 10 cm. Let n0 = 5.0×10¹³ cm⁻³ and let β be 0.020 at the start, so κ = 0.020/n0 = 4.0×10⁻¹⁶ cm³. The geometry gives V/A = 3.0 cm, and the mean speed is 7.275×10⁴ cm/s. Then

f = 7.275×10⁴/(4 × 3.0) ≈ 6060 s⁻¹,

1/τ0 = 0.020 × 6060 ≈ 121 s⁻¹,  τ0 = 8.25 ms.

For the window from 5 to 20 ms, x1 = 1.606, x2 = 3.425 and X = 1.819. The second bracket in k_fit is 4.576 − 4.166 = 0.410, and X³ = 6.017. Hence k_fit = 6 × 0.410/(6.017 × 8.25 ms) ≈ 50 s⁻¹, and β_fit ≈ 0.0082. The windows compare as follows.

0–5 ms: β_fit = 0.0155
5–20 ms: β_fit = 0.0082
20–40 ms: β_fit = 0.0044
0–40 ms: β_fit = 0.0066

The first and third values differ by a factor of 3.5, with one surface and one value of κ. Even the earliest window does not return the initial 0.020, because β has already dropped to 0.0125 by 5 ms.

A good-looking straight line does not reveal the problem. Over 0–5 ms the largest departure of ln n from the fitted line is 0.020, or about 2 % in density, which modest measurement noise could hide. Over 0–40 ms the largest departure is 0.33, a factor of about 1.4. Extrapolation is a harder test. The line fitted to the first 5 ms predicts 1.1×10¹² cm⁻³ at 40 ms, while the hyperbola gives 8.5×10¹² cm⁻³, which is 7.5 times as much.

**Late windows lose sight of the surface**

For t ≫ τ0 the hyperbola approaches n = 1/(Kt), and its decay rate approaches 1/t. Neither κ nor n0 remains in the rate. Replacing x by t/τ0 in the window formula cancels τ0:

k_fit → (6/T³)[(t2² − t1²)/2 − t1t2 ln(t2/t1)].

A late fit therefore reports the times chosen by the experimenter, and division by f adds the chamber geometry and the gas speed. Since 1/(t + τ0) < 1/t, this expression is also an upper limit on k_fit within the model. For 20–40 ms it is 34 s⁻¹, or β_fit = 0.0056, however reactive the wall is made while β = κn still holds.

The approach to this limit is visible in the example. If κ is doubled at fixed n0, β_fit rises by 65 % in the 0–5 ms window, by 27 % in the 5–20 ms window and by 12.5 % in the 20–40 ms window. The absolute density still carries the information that its logarithmic slope has lost, because n ≈ 1/(Kt) depends on K.

**Recovering a window-independent quantity**

The quantity to plot is 1/n. In this model its slope is K in every window, and κ = K/f. This requires an absolute density scale. If the signal is y = an with unknown a, the slope of 1/y is K/a. The slope divided by the intercept at t = 0 still gives Kn0 = 1/τ0, and hence the initial loss probability β(0) = 1/(fτ0).

A first-order loss with rate k1, such as pumping or a constant part of β, eventually bends this line. With u = 1/n,

dn/dt = −k1n − Kn²  becomes  du/dt = K + k1u.

The solution with u(0) = 1/n0 is u = (1/n0 + K/k1)exp(k1t) − K/k1, or

n = n0 exp(−k1t)/{1 + (Kn0/k1)[1 − exp(−k1t)]}.

For k1t ≪ 1 this reduces to the hyperbola. At long times the local rate k1 + Kn tends to k1 and the decay is exponential. The change occurs near n = k1/K. For a flow of 10 sccm in the example, k1 = 1.3 s⁻¹ and the crossover density is 5.4×10¹¹ cm⁻³. The density at 40 ms is still about 16 times higher, so the exponential tail lies outside the windows used here.

A window-dependent β_fit does not by itself prove that β is proportional to n. Any falling local rate produces it. If β changed with time because the surface itself was changing, independently of n, the rate equation would be linear in n and n/n0 would be the same curve for every n0. With β = κn, changing n0 changes that curve but leaves the slope of 1/n unchanged. Recombination of two radicals in the gas also gives an n² law. It can be separated by changing the chamber: at fixed temperature and κ, the wall coefficient K scales as A/V, while a gas-phase coefficient at fixed pressure does not.

**How far the model can be trusted here**

The pressure, density and chamber size are rough typical values for low-pressure oxygen processing. The loss probability depends strongly on wall material and conditioning, and 0.020 is a chosen value. The assumption most open to doubt is β ∝ n. If recombination takes place instead at strongly binding sites that stay filled, an arriving radical finds a partner with a fixed probability. Then β is constant, and the factor of 3.5 between early and late fits becomes 1.

The other neglected effects were sized by solving the diffusion equation numerically in the cylinder, with cells in radius and height, a uniform initial density and the wall law applied to the local density. The diffusion coefficient, from the hard-sphere kinetic formula with a diameter of 0.30 nm, is 1.9×10⁴ cm²/s. To isolate each of the effects other than finite diffusion, the coefficient was made 1000 times larger, which keeps the gas well mixed. The largest deviations of the mean density from the hyperbola during the first 40 ms, relative to the hyperbola, are these.

Finite diffusion: +3.3 %
Saturation of the wall law with s = 1, and depletion of the velocity distribution at the wall: +1.1 %
Pumping at 10 sccm: −3.0 %
Gas starting 100 K too hot and cooling with a time constant of 2 ms: −3.4 %

In the cooling case v and the flux-driven β both rise as √T at a given density, so the initial loss rate is 25 % higher. The surface coefficients and the diffusion coefficient were held fixed, and the gas was taken to cool uniformly in a closed volume. If it cools instead at constant pressure and draws in gas with the same radical fraction, the deviation is about +12 % and the 0–5 ms window gives β_fit = 0.012. The depletion correction was applied to the collision flux, but β itself was evaluated from the density at the wall. Using the corrected flux in β as well would change the saturation and depletion entry from +1.1 % to +0.7 %. The value s = 1 is the most favourable case. At the same κ, with the corrected flux, the entry grows to +4 % for s = 0.3 and +13 % for s = 0.1. In the latter case the early and late fits differ by a factor of 2.8, and the slope of 1/n gives κ = 3.1, 3.4 and 3.7 in units of 10⁻¹⁶ cm³ in the three successive windows.

With all four effects present, the largest deviation is −1.1 % (−1.3 % with the corrected flux in β), because contributions of opposite sign partly cancel for these parameters. The three successive windows then give β_fit = 0.0154, 0.0081 and 0.0045, while the slopes of 1/n give κ = 4.0, 3.9 and 4.1 in units of 10⁻¹⁶ cm³. Three-body reactions in the gas are negligible here: even a deliberately high coefficient of 10⁻³² cm⁶/s, multiplied by the square of the total gas density, gives 0.002 s⁻¹, against a wall loss rate of 21 s⁻¹ at 40 ms.

For these conditions, with s near 1 and cooling in a closed volume, the corrections change the density by a few per cent, while the choice of window changes the fitted loss probability by a factor of more than three.

Numbers in the example were calculated in double precision.
